\section*{Scalar and Tensor Polarisabilities in the Quadratic Stark Effect}

\section*{The problem}

An atom has a level $\gamma J$ with energy $E$ and $2J+1$ states $|\gamma JM\rangle$. A weak static electric field $F$ along $z$ adds
\begin{equation}
H'=-F D_z ,\qquad \mathbf D=-\sum_i\mathbf r_i ,
\end{equation}
to the Hamiltonian. Hartree atomic units are used. The task is to find how the energy shift depends on $M$, and to express it through quantities that do not depend on $M$.

The nucleus is fixed and its spin is left out. The level has definite parity, no level of opposite parity is degenerate with it, and the shifts are small compared with the distances to all other levels, including its fine-structure partners.

\section*{(a) The shift of one magnetic state}

\emph{Show that there is no linear shift, and write the quadratic shift as a sum over intermediate levels in which the $M$ dependence stands apart.}

\subsection*{Solution}

$D_z$ changes sign under inversion, so its matrix elements between states of equal parity vanish. This removes the first-order shift. In second order the $2J+1$ degenerate states require the matrix
\begin{equation}
W_{MM'}=F^2\sum_{n}\frac{\langle\gamma JM|D_z|n\rangle\langle n|D_z|\gamma JM'\rangle}{E-E_n},
\end{equation}
where $n$ runs over the states outside the level. Since $D_z$ commutes with the $z$ component of the total angular momentum, $n$ must have the projection $M$ and also $M'$. Hence $W$ is diagonal, and its diagonal elements are the shifts. With $\Delta'=E'-E$ for an intermediate level $\gamma'J'$,
\begin{equation}
\Delta E(M)=-\tfrac12\alpha(M)F^2,\qquad
\alpha(M)=2\sum_{\gamma'J'}\frac{|\langle\gamma JM|D_z|\gamma'J'M\rangle|^2}{\Delta'} .
\label{alphaM}
\end{equation}
The minus sign comes from $E-E'=-\Delta'$. The sum includes an integral over the continuum. A level above the given one contributes positively to $\alpha(M)$ and pushes the state down; a level below does the opposite.

The Wigner--Eckart theorem is used in the convention
\begin{equation}
\langle\gamma JM|D_q|\gamma'J'M'\rangle=(-1)^{J-M}
\begin{pmatrix}J&1&J'\\-M&q&M'\end{pmatrix}\langle\gamma J\|D\|\gamma'J'\rangle .
\label{WE}
\end{equation}
Define the line strength $S'=|\langle\gamma J\|D\|\gamma'J'\rangle|^2$ and
\begin{equation}
t_{J'}(M)=\begin{pmatrix}J&1&J'\\-M&0&M\end{pmatrix}^2 .
\end{equation}
Because $D_z=D_0$, equation \eqref{alphaM} becomes
\begin{equation}
\alpha(M)=2\sum_{\gamma'J'}t_{J'}(M)\,\frac{S'}{\Delta'} .
\label{alphat}
\end{equation}
All the $M$ dependence is now in $t_{J'}(M)$, which is purely geometrical. The triangle rule leaves $J'=J-1,\,J,\,J+1$.

\section*{(b) Recoupling the two dipole operators}

\emph{Expand $t_{J'}(M)$ in terms that each belong to a definite tensor rank $K$ acting within the level.}

\subsection*{Solution}

Second-order perturbation theory contains two vector operators with a scalar, the energy denominator, between them. Two vectors couple to ranks $K=0,1,2$. The 6j symbol performs this regrouping. Its defining relation is
\begin{multline}
\sum_{\mu_1\mu_2\mu_3}(-1)^{l_1+l_2+l_3+\mu_1+\mu_2+\mu_3}
\begin{pmatrix}j_1&l_2&l_3\\m_1&\mu_2&-\mu_3\end{pmatrix}
\begin{pmatrix}l_1&j_2&l_3\\-\mu_1&m_2&\mu_3\end{pmatrix}\\
\times\begin{pmatrix}l_1&l_2&j_3\\\mu_1&-\mu_2&m_3\end{pmatrix}
=\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}
\begin{Bmatrix}j_1&j_2&j_3\\l_1&l_2&l_3\end{Bmatrix}.
\label{def6j}
\end{multline}
Set $j_1=j_2=1$, $j_3=K$, $l_1=l_2=J$, $l_3=J'$, $m_1=m_2=0$ and $m_3=Q$. Multiply by $(2K+1)\begin{pmatrix}J&J&K\\M&-M&Q\end{pmatrix}$ and sum over $K$ and $Q$. The orthogonality relation
\begin{equation}
\sum_{KQ}(2K+1)\begin{pmatrix}J&J&K\\\mu_1&-\mu_2&Q\end{pmatrix}
\begin{pmatrix}J&J&K\\M&-M&Q\end{pmatrix}=\delta_{\mu_1M}\,\delta_{\mu_2M}
\end{equation}
fixes $\mu_1=\mu_2=M$ on the left, and the zero-sum rule for projections then gives $\mu_3=M$. The left side is therefore
\begin{equation}
(-1)^{2J+J'+3M}\begin{pmatrix}1&J&J'\\0&M&-M\end{pmatrix}
\begin{pmatrix}J&1&J'\\-M&0&M\end{pmatrix}.
\end{equation}
In the first symbol, exchanging two columns gives $(-1)^{1+J+J'}$, and reversing all projections gives the same factor again. The two factors cancel and the product is $t_{J'}(M)$. Since $2J+2M$ is even, the phase is $(-1)^{J'+M}$. On the right only $Q=0$ survives. Hence
\begin{equation}
t_{J'}(M)=(-1)^{J'+M}\sum_{K=0}^{2}(2K+1)
\begin{Bmatrix}1&1&K\\J&J&J'\end{Bmatrix}
\begin{pmatrix}1&1&K\\0&0&0\end{pmatrix}
\begin{pmatrix}J&J&K\\M&-M&0\end{pmatrix}.
\label{recouple}
\end{equation}

\section*{(c) The scalar and tensor parts}

\emph{Evaluate the three terms and find the coefficients of the $M$-independent and $M$-dependent parts of $\alpha(M)$.}

\subsection*{Solution}

\textbf{Rank 1.} Exchanging two equal columns of $\begin{pmatrix}1&1&1\\0&0&0\end{pmatrix}$ multiplies it by $(-1)^3$ but leaves it unchanged, so it is zero.

\textbf{Rank 2.} The operator $3J_z^2-\mathbf J^2$ is the $q=0$ component of a rank-2 tensor. By the Wigner--Eckart theorem its diagonal elements, $3M^2-J(J+1)$, are proportional to $(-1)^{J-M}\begin{pmatrix}J&J&2\\M&-M&0\end{pmatrix}$. The constant follows from normalisation: the squares of these 3j symbols, summed over $M$, give $1/5$. With $X=J(J+1)$ and
\begin{equation}
\sum_M M^2=\frac{(2J+1)X}{3},\qquad \sum_M M^4=\frac{(2J+1)X(3X-1)}{15},
\end{equation}
one finds
\begin{align}
\sum_M(3M^2-X)^2
&=(2J+1)X\left[\frac{3(3X-1)}{5}-2X+X\right]\nonumber\\
&=\frac{(2J+1)X(4X-3)}{5},
\end{align}
and $4X-3=(2J-1)(2J+3)$. Therefore, for $J\ge1$,
\begin{equation}
\begin{pmatrix}J&J&2\\M&-M&0\end{pmatrix}
=\frac{(-1)^{J-M}\,[3M^2-J(J+1)]}{\sqrt{J(J+1)(2J+1)(2J-1)(2J+3)}} .
\label{rank2}
\end{equation}
The sign is fixed by the standard phase choice, which makes the symbol positive at $M=J$. For $J=1$, $M=0$ the formula gives $\begin{pmatrix}1&1&2\\0&0&0\end{pmatrix}=2/\sqrt{30}=\sqrt{2/15}$.

\textbf{Rank 0.} Here $\begin{pmatrix}J&J&0\\M&-M&0\end{pmatrix}=(-1)^{J-M}/\sqrt{2J+1}$. Its sign combines with $(-1)^{J'+M}$ to $(-1)^{J+J'}$, so this term does not depend on $M$. Its value follows from a sum over $M$. Orthogonality gives $\sum_Mt_{J'}(M)=1/3$, while the rank-2 term sums to zero because $3\sum_MM^2=(2J+1)X$. The rank-0 term is thus $1/[3(2J+1)]$.

Together,
\begin{equation}
t_{J'}(M)=\frac{1}{3(2J+1)}+w_{J'}\,\frac{3M^2-J(J+1)}{J(2J-1)} .
\label{split}
\end{equation}
The fraction equals 1 at $|M|=J$. To find $w_{J'}$, insert \eqref{rank2} into \eqref{recouple}, use $5\sqrt{2/15}=\sqrt{10/3}$, and take out the factor $1/[J(2J-1)]$:
\begin{equation}
w_{J'}=(-1)^{J+J'}\sqrt{\frac{10\,J(2J-1)}{3(J+1)(2J+1)(2J+3)}}
\begin{Bmatrix}J&1&J'\\1&J&2\end{Bmatrix}.
\label{weight}
\end{equation}
The 6j symbol has been rearranged by its symmetries: columns may be permuted, and upper and lower entries may be exchanged in two columns at once.

Substituting \eqref{split} into \eqref{alphat} gives
\begin{equation}
\boxed{\alpha(M)=\alpha_0+\alpha_2\,\frac{3M^2-J(J+1)}{J(2J-1)}}
\label{law}
\end{equation}
with
\begin{align}
\alpha_0&=\frac{2}{3(2J+1)}\sum_{\gamma'J'}\frac{S'}{\Delta'},\label{a0}\\
\alpha_2&=4\sqrt{\frac{5J(2J-1)}{6(J+1)(2J+1)(2J+3)}}
\sum_{\gamma'J'}(-1)^{J+J'}\begin{Bmatrix}J&1&J'\\1&J&2\end{Bmatrix}\frac{S'}{\Delta'} .\label{a2}
\end{align}
The prefactor in \eqref{a2} is that of $2w_{J'}$, since $2\sqrt{10/3}=4\sqrt{5/6}$.

The scalar polarisability $\alpha_0$ is the mean of $\alpha(M)$ over $M$ and moves the centre of the level. The tensor polarisability $\alpha_2$ splits the level without moving that centre. States $M$ and $-M$ stay degenerate. For $J=0$ and $J=1/2$ the triangle $(J,J,2)$ cannot be closed, so there is no rank-2 term: $\alpha(M)=\alpha_0$, and the fraction in \eqref{law}, which would be undefined, is not used.

\section*{(d) The weights without 6j symbols}

\emph{Find $t_{J'}(M)$ and $w_{J'}$ as rational functions, as a check on the phase and the prefactor.}

\subsection*{Solution}

Equation \eqref{split} shows that $t_{J'}(M)$ has the form $a+bM^2$. For each $J'$ one further fact and the sum $\sum_Mt_{J'}=1/3$ determine it.

For $J'=J-1$ there is no intermediate state with $|M|=J$, so $t$ is proportional to $J^2-M^2$. Since $\sum_M(J^2-M^2)=(2J+1)J(2J-1)/3$,
\begin{equation}
t_{J-1}(M)=\frac{J^2-M^2}{J(2J-1)(2J+1)} .
\end{equation}
For $J'=J$ the matrix elements of a vector component along $z$ are proportional to those of $J_z$, so $t$ is proportional to $M^2$:
\begin{equation}
t_J(M)=\frac{M^2}{J(J+1)(2J+1)} .
\end{equation}
For $J'=J+1$, the squared 3j symbol does not change when $J$ and $J'$ are exchanged. Replacing $J$ by $J+1$ in the first result gives
\begin{equation}
t_{J+1}(M)=\frac{(J+1)^2-M^2}{(J+1)(2J+1)(2J+3)} .
\label{tplus}
\end{equation}
By \eqref{split}, the coefficient of $M^2$ is $3w_{J'}/[J(2J-1)]$. Hence
\begin{align}
w_{J-1}&=-\frac{1}{3(2J+1)},\qquad
w_J=\frac{2J-1}{3(J+1)(2J+1)},\nonumber\\
w_{J+1}&=-\frac{J(2J-1)}{3(J+1)(2J+1)(2J+3)} .
\label{rational}
\end{align}
The numerical check tests these forms and \eqref{weight} against explicit 3j symbols for all $M$ and all three $J'$, from $J=1$ to $J=9/2$.

The first weight has a simple meaning. It is the negative of the scalar weight, so a channel $J'=J-1$ contributes nothing to $\alpha_0+\alpha_2=\alpha(|M|=J)$, as the missing intermediate state requires.

\section*{(e) Line strengths for one active electron}

\emph{For one electron with orbital momentum $l$ and spin $s=1/2$, coupled to $j$, reduce $S'$ to a radial integral.}

\subsection*{Solution}

Write the coupled states as
\begin{equation}
|(ls)jm\rangle=(-1)^{l-s+m}\sqrt{2j+1}\sum_{m_lm_s}
\begin{pmatrix}l&s&j\\m_l&m_s&-m\end{pmatrix}|lm_l\rangle|sm_s\rangle .
\end{equation}
The dipole operator leaves $m_s$ unchanged. Its matrix element is therefore a sum over $m_l,m_l',m_s$ of
\begin{equation}
(-1)^{-m_l}\begin{pmatrix}l&s&j\\m_l&m_s&-m\end{pmatrix}
\begin{pmatrix}l'&s&j'\\m_l'&m_s&-m'\end{pmatrix}
\begin{pmatrix}l&1&l'\\-m_l&q&m_l'\end{pmatrix},
\end{equation}
times $\sqrt{(2j+1)(2j'+1)}\,\langle l\|D\|l'\rangle$ and a sign common to all terms. This is the sum in \eqref{def6j} with $(j_1,j_2,j_3)=(j,j',1)$, $(l_1,l_2,l_3)=(l',l,s)$, $\mu_1=m_l'$, $\mu_2=m_l$ and $\mu_3=-m_s$. The phases agree up to a common sign, because $m_l'-m_s=m'-2m_s$ and $(-1)^{2m_s}=-1$ for both spin directions. In the second symbol, reversing the projections and exchanging two columns produce equal signs, which cancel. Comparing with \eqref{WE} and squaring,
\begin{equation}
S'=(2j+1)(2j'+1)\begin{Bmatrix}l&j&\tfrac12\\j'&l'&1\end{Bmatrix}^2
|\langle l\|D\|l'\rangle|^2 .
\end{equation}
For the orbital factor take $l'=l+1$ and $m_l=0$. The recurrence of the Legendre polynomials gives $\langle l0|\cos\theta|l{+}1,0\rangle=(l+1)/\sqrt{(2l+1)(2l+3)}$. By \eqref{tplus} the squared 3j symbol is $(l+1)/[(2l+1)(2l+3)]$. The quotient of the squares is $l+1$, the larger of the two orbital momenta. Exchanging $l$ and $l'$ covers the other case, so
\begin{equation}
|\langle l\|D\|l'\rangle|^2=\max(l,l')\,R^2,\qquad
R=\int_0^\infty P(r)\,r\,P'(r)\,dr ,
\end{equation}
where $P$ and $P'$ are the normalised radial functions, which may depend on $j$ and $j'$.

\section*{(f) A $d_{5/2}$ level in numbers}

\emph{A model atom has one electron in $V(r)=-(1+2e^{-r})/r$ with the spin--orbit term $0.04\,e^{-r/2}\,\mathbf l\cdot\mathbf s$. Find $\alpha_0$, $\alpha_2$ and the shifts of $3d_{5/2}$, and examine where the quadratic law fails.}

\subsection*{Solution}

The parameters are round numbers and represent no particular element. There are no core electrons, so the sums run over all $p$ and $f$ states, here those of a finite Laguerre basis.

The level lies at $-0.05577$ hartree. Its neighbour $3p_{3/2}$ lies $0.01567$ below it, with $|R|=9.717$ bohr and $S'=226.6$. That state alone gives $S'/\Delta'=-14459$; the other $p_{3/2}$ states, taken together, reduce the magnitude of the channel sum, although $2p_{3/2}$, which also lies below, adds a negative term. The complete sums, in atomic units, are
\begin{center}
\begin{tabular}{lrrrr}
channel & $\sum S'/\Delta'$ & $w_{J'}$ & part of $\alpha_0$ & part of $\alpha_2$\\
$p_{3/2}$ & $-11442.3$ & $-0.05556$ & $-1271.4$ & $1271.4$\\
$f_{5/2}$ & $810.8$ & $0.06349$ & $90.1$ & $103.0$\\
$f_{7/2}$ & $15865.6$ & $-0.01984$ & $1762.8$ & $-629.6$
\end{tabular}
\end{center}
For $J=5/2$ the scalar prefactor is $2/18$, and each part of $\alpha_2$ is $2w_{J'}\sum S'/\Delta'$. Results here and below are computed from unrounded values, so the last digit can differ by one from arithmetic on the printed numbers. Adding the columns gives
\begin{equation}
\alpha_0=581.6\ \text{a.u.},\qquad \alpha_2=744.7\ \text{a.u.},
\end{equation}
or $9.589\times10^{-39}$ and $1.228\times10^{-38}\ \mathrm{C^2\,m^2/J}$. The $M$ factor is $-0.8$, $-0.2$ and $1$ for $|M|=1/2$, $3/2$ and $5/2$, so
\begin{align}
\alpha(1/2)&=581.6-0.8\times744.7=-14.2,\nonumber\\
\alpha(3/2)&=581.6-0.2\times744.7=432.6,\\
\alpha(5/2)&=581.6+744.7=1326.3 .\nonumber
\end{align}
The small value for $|M|=1/2$ is a cancellation. The $p_{3/2}$ channel gives $-1271.4-0.8\times1271.4=-2288.5$, and the two $f$ channels together give $+2274.2$. For $|M|=5/2$ the $p_{3/2}$ channel drops out, and the polarisability comes from the $f$ channels alone. In a field of $10^{-5}$ a.u. the shifts are $+7.11\times10^{-10}$, $-2.163\times10^{-8}$ and $-6.631\times10^{-8}$ hartree.

Two parameters describe three values here, so the law can be tested. Since $\alpha(M)$ is linear in $M^2$,
\begin{equation}
\frac{\alpha(5/2)-\alpha(3/2)}{\alpha(3/2)-\alpha(1/2)}=\frac{25-9}{9-1}=2 .
\end{equation}
Direct diagonalization in a finite field, in the uncoupled basis $|l\,m_l\,m_s\rangle$ and without any 3j or 6j symbol, was done at $F=2\times10^{-5}$ and $4\times10^{-5}$ a.u., and the two values of $-2\Delta E/F^2$ were combined so that the $F^4$ term of the energy cancels. This gives $2.00000$ for the ratio. It also reproduces the three polarisabilities to the digits quoted.

The next correction is of order $F^4$, because parity excludes odd orders. For $|M|\le3/2$ one source of it is the fine-structure partner $3d_{3/2}$, $0.00240$ hartree below; it has no state with $|M|=5/2$. Two dipole steps couple the partners with a strength proportional to $F^2$, and this coupling raises the energy by its square divided by the splitting, since the partner lies below. Two dipole steps also reach the $s$ levels (for $|M|=1/2$ only), the higher $d$ levels and the $g$ levels, and each such level adds a term of the same form, positive if it lies below and negative if it lies above. The higher $d$ levels and the $g$ levels all lie above $3d_{5/2}$ and push it down. One more fourth-order term is minus the second-order shift times the squared norm of the first-order change of the state; for $M=1/2$ it is small because $\alpha(1/2)$ nearly cancels. For $M=1/2$ the computed deviation from the quadratic law is $-1.744\times10^{-10}$ hartree at $F=3\times10^{-5}$ a.u. and $-2.795\times10^{-9}$ hartree at twice that field. The growth by a factor $16.02$ agrees with $F^4$. The deviation is negative, so the other fourth-order terms outweigh the upward push from the partner. In this model the partner supplies only about 2\% of the deviation in magnitude, and the higher $d$ levels supply most of it. Relative to the quadratic shift $-\frac12\alpha(1/2)F^2$, the deviation is about 3\% at the lower field and 11\% at the higher. Where $\alpha(M)$ nearly cancels, the quadratic law thus loses relative accuracy early, although the shift itself is still tiny compared with the fine-structure splitting.

When the coupling between fine-structure partners becomes comparable with their splitting, $J$ no longer labels the states, and the partners must be diagonalized together. When a level of opposite parity comes so close that its dipole coupling $F|\langle D_z\rangle|$ is comparable with $|\Delta'|$, the expansion behind \eqref{alphaM} fails, and in the degenerate limit the shift becomes linear in $F$ for every state whose coupling to that level, proportional to $\sqrt{t_{J'}(M)}$, does not vanish.

\section*{Values computed for the example and the checks}
\begin{verbatim}
largest error of angular identities, J = 1 to 9/2: 5.6e-17
hydrogen 1s polarisability: 4.5000000 a.u.
model: A = 2.0, zeta = 0.04 hartree, J = 5/2
energy 3d5/2: -0.0557652 hartree
energy 3d3/2: -0.0581660 hartree
fine-structure splitting: 0.0024008 hartree
3p3/2: E'-E = -0.0156731 hartree, |R| = 9.71721 bohr
  line strength 226.6179 a.u., S/(E'-E) -14459.077 a.u.
  whole channel: sum S/(E'-E) = -11442.339 a.u.
  6j {J 1 J'; 1 J 2} = -0.1247219, tensor weight = -0.0555556
  parts of alpha0, alpha2: -1271.371, 1271.371 a.u.
4f5/2: E'-E = 0.0243305 hartree, |R| = 10.16568 bohr
  line strength 17.7156 a.u., S/(E'-E) 728.123 a.u.
  whole channel: sum S/(E'-E) = 810.755 a.u.
  6j {J 1 J'; 1 J 2} = -0.1425393, tensor weight = 0.0634921
  parts of alpha0, alpha2: 90.084, 102.953 a.u.
4f7/2: E'-E = 0.0246117 hartree, |R| = 10.04170 bohr
  line strength 345.7226 a.u., S/(E'-E) 14047.107 a.u.
  whole channel: sum S/(E'-E) = 15865.637 a.u.
  6j {J 1 J'; 1 J 2} = -0.0445435, tensor weight = -0.0198413
  parts of alpha0, alpha2: 1762.849, -629.589 a.u.
alpha0 = 581.561 a.u.
alpha2 = 744.735 a.u.
alpha0 = 9.58865e-39 C^2 m^2/J
alpha2 = 1.22790e-38 C^2 m^2/J
largest change of alpha0, alpha2, basis 24 to 30: 1.0e-03 a.u.
example field: 1.0e-05 a.u.
M = 1/2: M factor -0.8, formula -14.227, finite field -14.227 a.u.
  shift in example field: 7.11335e-10 hartree
M = 3/2: M factor -0.2, formula 432.614, finite field 432.614 a.u.
  shift in example field: -2.16307e-08 hartree
M = 5/2: M factor 1.0, formula 1326.297, finite field 1326.297 a.u.
  shift in example field: -6.63148e-08 hartree
finite-field interval ratio: 2.00000
finite-field mean over M: 581.561 a.u.
M = 1/2, F = 3e-05 a.u.: deviation -1.7440e-10 hartree
M = 1/2, F = 6e-05 a.u.: deviation -2.7947e-09 hartree
growth of deviation when F doubles: 16.024
\end{verbatim}
